# Examination question: the proton radius from the Lamb shift of muonic hydrogen

## Question

In muonic hydrogen a negative muon is bound to a proton. Let $E = E(2P_{1/2}) - E(2S_{1/2})$ be the Lamb shift with the hyperfine structure removed, and let $r$ be the root-mean-square charge radius of the proton. Bound-state QED gives

$$E = A - B\,r^2 + C .$$

The following values and one-standard-deviation uncertainties are the inputs assumed for this exercise. They are not to be derived.

- Radius-independent part: $A = 0.2060336 \pm 0.0000015$ eV
- Finite-size coefficient: $B = (5.2275 \pm 0.0010)\times10^{7}$ eV/Å$^2$
- Two-photon exchange, treated as independent of $r$: $C = 0.0000332 \pm 0.0000020$ eV
- Shift to be inverted, which plays the part of the measurement: $E = 0.2023706 \pm 0.0000023$ eV

Use atomic units in the algebra ($\hbar = m_e = e = 4\pi\varepsilon_0 = 1$, $c = 1/\alpha$). The relative motion obeys $H = p^2/2m + V(y)$, where $y$ is the muon–proton distance and $m = m_\mu m_p/(m_\mu + m_p)$. Constants: $m_\mu = 206.7683$, $m_p = 1836.1527$, $1/\alpha = 137.035999$, 1 hartree $= 27.211386$ eV, 1 bohr $= 0.529177$ Å.

**(a)** Find the normalized nonrelativistic 2S and 2P radial functions for a point proton, and the 2S density at the origin.

**(b)** For a spherical proton charge density $\rho$ of total charge 1, derive the leading finite-size shift of the 2S level and the leading value $B_0$ of $B$. Evaluate it. For a uniform sphere, estimate the 2P shift and discuss what the leading result neglects.

**(c)** One-loop electron vacuum polarization adds the Uehling potential, which is to be taken as given:

$$V_U(y) = -\frac{2\alpha}{3\pi y}\int_1^\infty w(t)\,e^{-2ty/\alpha}\,dt,\qquad w(t) = \Big(1+\frac{1}{2t^2}\Big)\frac{\sqrt{t^2-1}}{t^2}.$$

Reduce its first-order contribution $A_0$ to $E$ to one integral, state its sign, and compare its value with $A$.

**(d)** Determine $r$ from the data.

**(e)** Taking the four errors as independent, derive the standard deviation of $r$ to first order. Evaluate each contribution, the experimental and theoretical parts and the total.

**(f)** For Gaussian errors, find the leading bias that the nonlinearity of the inversion produces, and say when the method of (e) fails.

**(g)** Bound the uncertainty for unknown correlations. Find the error in $r$ if $C$ is omitted, and if $B_0$ is used in place of $B$.

## Model answers

### (a) The unperturbed states

The reduced mass is $m = 206.7683\times1836.1527/(206.7683+1836.1527) = 185.8408$. Put $y = a x$ with $a = 1/m$. Then $p^2/2m = -\nabla_x^2/(2ma^2) = -m\nabla_x^2/2$ and $1/y = m/x$, so

$$H = m\Big(-\tfrac12\nabla_x^2 - \frac1x\Big).$$

The length unit is $a = 0.529177/185.8408 = 2.84748\times10^{-3}$ Å, and the energy unit is $m$ hartree $= 5056.99$ eV. For $u = xR$ the radial equation in these units is $-\tfrac12u'' + \tfrac{l(l+1)}{2x^2}u - \tfrac1x u = \epsilon u$. Try $u = f e^{-x/2}$ with $\epsilon = -1/8$. Since $u'' = (f'' - f' + f/4)e^{-x/2}$, the term $-f/8$ cancels against $\epsilon f$, which leaves

$$-\tfrac12 f'' + \tfrac12 f' + \frac{l(l+1)}{2x^2}f - \frac fx = 0 .$$

For $l=0$, $f = x - x^2/2$ gives $\tfrac12 + \tfrac12(1-x) - (1 - x/2) = 0$; it has one node and is the 2S state. For $l=1$, $f = x^2$ gives $-1 + x + 1 - x = 0$; it has no node and is the 2P state. The two states are degenerate at this level, so all of $E$ comes from corrections.

With $\int_0^\infty x^k e^{-x}dx = k!$, the norms are $\int x^2(1 - x + x^2/4)e^{-x}dx = 2 - 6 + 6 = 2$ and $\int x^4e^{-x}dx = 24$. Therefore

$$R_{2S} = \frac{a^{-3/2}}{\sqrt2}\Big(1-\frac x2\Big)e^{-x/2},\qquad R_{2P} = \frac{a^{-3/2}}{\sqrt{24}}\,x\,e^{-x/2}.$$

Since $|Y_{00}|^2 = 1/4\pi$, the densities at the origin are $|\psi_{2S}(0)|^2 = m^3/8\pi$ and $|\psi_{2P}(0)|^2 = 0$.

### (b) The finite-size term

A thin shell of radius $s$ carries charge $dq = 4\pi s^2\rho(s)\,ds$. By Gauss's law its field is $dq/y^2$ outside and zero inside, so its potential is $dq/y$ for $y>s$ and, by continuity, the constant $dq/s$ for $y<s$. The muon has charge $-1$, so

$$V(y) = -\frac1y\int_0^y 4\pi s^2\rho\,ds - \int_y^\infty \frac{4\pi s^2\rho}{s}\,ds .$$

The point potential can be written $-\tfrac1y\int_0^\infty 4\pi s^2\rho\,ds$, because the total charge is 1. In the difference the shells with $s<y$ cancel:

$$\delta V(y) = V(y) + \frac1y = \int_y^\infty 4\pi s^2\rho(s)\Big(\frac1y-\frac1s\Big)ds .$$

For $\rho\ge0$ this is positive: inside the proton the attraction is weaker. It vanishes outside the charge. If $r\ll a$, the wave function is nearly constant where $\delta V\neq0$, and first-order perturbation theory gives $\delta E = |\psi(0)|^2\int\delta V\,d^3y$. The region $0<y<s<\infty$ can be integrated over $y$ first:

$$\int\delta V\,d^3y = \int_0^\infty ds\,4\pi s^2\rho(s)\int_0^s 4\pi\Big(y - \frac{y^2}{s}\Big)dy .$$

The inner integral is $4\pi(s^2/2 - s^2/3) = 2\pi s^2/3$. With the definition $r^2 = \int 4\pi s^4\rho\,ds$,

$$\int\delta V\,d^3y = \frac{2\pi}{3}r^2,\qquad \delta E_{2S} = \frac{m^3}{8\pi}\cdot\frac{2\pi}{3}r^2 = \frac{m^3}{12}r^2 .$$

At this order only the mean square radius enters, whatever the shape of $\rho$. The 2S level rises, and it enters $E$ with a minus sign, so $E$ falls; this is the sign of $-Br^2$. The coefficient is in hartree per bohr$^2$:

$$B_0 = \frac{185.8408^3}{12}\times\frac{27.211386}{0.529177^2} = 5.19745\times10^7\ \text{eV/Å}^2,\qquad B_0/B = 0.99425 .$$

The remaining 0.6 % of $B$ is part of the supplied data. The factor $m^3$ is the reason for using a muon: the density at the proton grows as the inverse cube of the orbit size.

For a uniform sphere of radius $R$, work in the units of (a) with $X = R/a$ and $\rho = 3/4\pi X^3$. Then $r^2/a^2 = \int_0^X 3s^4/X^3\,ds = 3X^2/5$, and

$$\delta V = \frac{X^3-x^3}{X^3x} - \frac{3(X^2-x^2)}{2X^3} = \frac1x - \frac{3}{2X} + \frac{x^2}{2X^3}\quad(x<X).$$

The 2S shift is $(3X^2/5)/12 = X^2/20$. For 2P, $R_{2P}^2\approx x^2/24$ near the origin, so the shift is

$$\frac1{24}\int_0^X x^4\,\delta V\,dx = \frac{X^4}{24}\Big(\frac14-\frac3{10}+\frac1{14}\Big) = \frac{X^4}{24}\cdot\frac{35-42+10}{140} = \frac{X^4}{1120}.$$

The ratio of the 2P to the 2S shift is $X^2/56$. With the radius found in (d), $r/a = 2.9530\times10^{-3}$, $R = 1.0856\times10^{-5}$ Å and $X = 3.8124\times10^{-3}$, so the ratio is $2.60\times10^{-7}$. The numerically exact Schrödinger eigenvalue of the sphere gives the same ratio and a 2P shift of $9.51\times10^{-10}$ eV, less than a thousandth of the smallest uncertainty among $A$, $C$ and $E$. This figure is nonrelativistic. The $2P_{1/2}$ Dirac state has a small component that does not vanish near the origin. First-order perturbation theory with Dirac–Coulomb functions of mass $m$ gives a shift of about $3.8\times10^{-8}$ eV for the same sphere, some 40 times larger and 2.5 % of the uncertainty of $A$.

For 2S the exact shift is $3.65709\times10^{-3}$ eV against $B_0r^2 = 3.67495\times10^{-3}$ eV. The residual is $-1.787\times10^{-5}$ eV, or 0.5 % of $B_0r^2$. It falls by a factor 8.014 when $R$ is halved, which shows that it scales as $r^3$. It reduces the upward shift of 2S and so raises $E$: it has the sign of $C$ and about half its size. This nonrelativistic, rigid-sphere number is not a calculation of $C$. It shows only that a term of the size of $C$ appears one order in $r/a$ beyond $B_0r^2$.

### (c) The vacuum-polarization term

$V_U$ is a weighted sum of attractive Yukawa potentials, one for each mass $2t\,m_e$ of the virtual electron–positron pair. With $y = x/m$, each has the form $m\,e^{-\lambda x}/x$ with $\lambda = 2t/(\alpha m)$. Put $\sigma = 1+\lambda$ and use $\int_0^\infty x^ke^{-\sigma x}dx = k!/\sigma^{k+1}$. The measure $x^2dx$ times $1/x$ leaves one power of $x$:

$$\Big\langle\frac{e^{-\lambda x}}{x}\Big\rangle_{2S} = \frac12\int x\Big(1-x+\frac{x^2}4\Big)e^{-\sigma x}dx = \frac12\Big(\frac1{\sigma^2}-\frac2{\sigma^3}+\frac{3}{2\sigma^4}\Big) = \frac{2\sigma^2-4\sigma+3}{4\sigma^4},$$

$$\Big\langle\frac{e^{-\lambda x}}{x}\Big\rangle_{2P} = \frac1{24}\int x^3e^{-\sigma x}dx = \frac1{4\sigma^4}.$$

The difference 2S minus 2P is $(2\sigma^2-4\sigma+2)/4\sigma^4 = (\sigma-1)^2/2\sigma^4 = \lambda^2/[2(1+\lambda)^4]$. The contribution to $E$ is $\langle V_U\rangle_{2P}-\langle V_U\rangle_{2S}$, and the minus sign of $V_U$ reverses this order:

$$A_0 = m\,\frac{2\alpha}{3\pi}\int_1^\infty w(t)\,\frac{\lambda^2}{2(1+\lambda)^4}\,dt > 0 .$$

The extra attraction lowers 2S more than 2P, so this term puts 2P above 2S. For $\lambda\to0$ the Yukawa potential becomes Coulombic and the difference vanishes, in agreement with the degeneracy in (a). For $\lambda\gg1$ it falls as $1/2\lambda^2$, the contact limit in which only the 2S density at the origin counts. Its logarithmic derivative $2/\lambda - 4/(1+\lambda)$ vanishes at $\lambda=1$, the maximum. Here $\lambda = 1.47477\,t$, so the longest range, $a/1.47477$ at $t=1$, is comparable to the length $a$, and the factor $\lambda^2/[2(1+\lambda)^4]$ starts close to that maximum. The full integrand starts from zero, because $w(1)=0$.

Numerical integration (the substitution $t=\cosh u$ removes the square root) gives $A_0 = 0.2050074$ eV and $A_0/A = 0.99502$. The remainder $A - A_0 = 0.0010262$ eV belongs to the supplied data. It is 0.5 % of $A$ but 28 % of the quantity $D$ of part (d), so $A_0$ explains the size of $A$ and cannot replace it.

### (d) Inversion

Rearranging $E = A - Br^2 + C$ gives $Br^2 = D$ with $D = A + C - E$:

$$D = 0.2060336 + 0.0000332 - 0.2023706 = 0.0036962\ \text{eV}.$$

A real solution needs $D/B\ge0$, which holds. A radius is positive, so the negative root is discarded:

$$r^2 = \frac{0.0036962}{5.2275\times10^7} = 7.070684\times10^{-11}\ \text{Å}^2,\qquad r = \sqrt{D/B} = 8.40874\times10^{-6}\ \text{Å} = 0.84087\ \text{fm}.$$

All the information on the radius lies in $D$, which is a fraction $D/E = 0.01826$ of the measured shift.

### (e) Linear propagation

Taking logarithms, $\ln r = \tfrac12\ln D - \tfrac12\ln B$, so $dr/r = dD/2D - dB/2B$ with $dD = dA + dC - dE$. The sensitivities are

$$\frac{\partial r}{\partial A} = \frac{\partial r}{\partial C} = -\frac{\partial r}{\partial E} = \frac{r}{2D} = \frac{8.40874\times10^{-6}}{2\times0.0036962} = 1.13748\times10^{-3}\ \text{Å/eV},$$

$$\frac{\partial r}{\partial B} = -\frac r{2B} = -\frac{8.40874\times10^{-6}}{2\times5.2275\times10^7} = -8.0428\times10^{-14}\ \text{Å}^3/\text{eV}.$$

A larger measured $E$ means a smaller proton, because the size term lowers $E$.

Call the inputs $x_i$, their errors $\delta_i$ with $\langle\delta_i\rangle=0$ and $\langle\delta_i^2\rangle=\sigma_i^2$, and the sensitivities $g_i$. To first order $\delta r = \sum_ig_i\delta_i$, which has zero mean and variance

$$\sigma_r^2 = \sum_{i,j}g_ig_j\langle\delta_i\delta_j\rangle .$$

For independent errors $\langle\delta_i\delta_j\rangle = \langle\delta_i\rangle\langle\delta_j\rangle = 0$ when $i\ne j$, so $\sigma_r^2=\sum_ig_i^2\sigma_i^2$. No Gaussian assumption is needed for this step. Inserting the $g_i$ and dividing by $r^2$,

$$\Big(\frac{\sigma_r}{r}\Big)^2 = \frac14\Big[\frac{\sigma_D^2}{D^2}+\frac{\sigma_B^2}{B^2}\Big],\qquad \sigma_D^2 = \sigma_E^2+\sigma_A^2+\sigma_C^2 .$$

The contributions $|g_i|\sigma_i$ and their shares $g_i^2\sigma_i^2/\sigma_r^2$ of the variance are:

- $E$: $1.13748\times10^{-3}\times2.3\times10^{-6} = 2.616\times10^{-9}$ Å, 43.9 %
- $A$: $1.13748\times10^{-3}\times1.5\times10^{-6} = 1.706\times10^{-9}$ Å, 18.7 %
- $C$: $1.13748\times10^{-3}\times2.0\times10^{-6} = 2.275\times10^{-9}$ Å, 33.2 %
- $B$: $8.0428\times10^{-14}\times1.0\times10^{4} = 8.043\times10^{-10}$ Å, 4.2 %

The experimental part is the first entry and the theoretical part combines the other three:

$$\sigma_{\rm exp} = 2.616\times10^{-9}\ \text{Å} = 0.00026\ \text{fm},$$

$$\sigma_{\rm th} = \sqrt{1.706^2+2.275^2+0.8043^2}\times10^{-9} = 2.955\times10^{-9}\ \text{Å} = 0.00030\ \text{fm},$$

$$\sigma_r = \sqrt{2.616^2+2.955^2}\times10^{-9} = 3.947\times10^{-9}\ \text{Å} = 0.00039\ \text{fm}.$$

The total has to be formed before rounding, since the two-figure values in fm would combine to a last digit one unit too high. As a check, $\sigma_D = \sqrt{2.3^2+1.5^2+2.0^2}\times10^{-6} = 3.397\times10^{-6}$ eV gives $\sigma_D/D = 9.191\times10^{-4}$, while $\sigma_B/B = 1.913\times10^{-4}$, and $\tfrac12\sqrt{9.191^2+1.913^2}\times10^{-4} = 4.694\times10^{-4} = \sigma_r/r$. The result is

$$r = (8.4087\pm0.0039)\times10^{-6}\ \text{Å} = 0.84087\pm0.00039\ \text{fm},$$

or $0.8409\pm0.0004$ fm with one figure in the uncertainty.

The measurement has relative precision $\sigma_E/E = 1.137\times10^{-5}$, but $\sigma_{\rm exp}/r = \sigma_E/2D = (E/2D)(\sigma_E/E)$, and the amplification is $E/2D = 27.38$. The subtraction in $D$ keeps the absolute error while the value shrinks, and the square root gives back a factor of 2. A perfect measurement would reduce $\sigma_r$ only to $\sigma_{\rm th}$, by 25 % of its present value. The smallest term, $C$, is the largest theoretical source, because $A$, $C$ and $E$ enter $D$ on equal footing through their absolute errors.

The independence of $C$ from $r$ can be examined with the model of (b). A part of $C$ of size $1.787\times10^{-5}$ eV that scales as $r^3$ changes by $3\times4.694\times10^{-4}\times1.787\times10^{-5} = 2.5\times10^{-8}$ eV when $r$ moves by $\sigma_r$, about 1 % of $\sigma_C$. This change moves together with $r$, so it does not add in quadrature. A part $c = 1.787\times10^{-5}$ eV scaling as $r^3$ changes the slope $|\partial E/\partial r|$ from $2D/r$ to $(2D-3c)/r$, and every sensitivity is multiplied by $1/(1-3c/2D) = 1.0073$. In that model $\sigma_r$ grows by 0.7 %, to $3.976\times10^{-9}$ Å. The effect is small, but it turns the rounded 0.00039 fm into 0.00040 fm, so the second figure of the uncertainty depends on treating $C$ as independent of $r$.

### (f) Nonlinearity

Let the inputs fluctuate as $D(1+\varepsilon)$ and $B(1+\eta)$, with independent zero-mean $\varepsilon$ and $\eta$ of standard deviations $\sigma_D/D$ and $\sigma_B/B$. The binomial series $(1+z)^p = 1+pz+\tfrac12p(p-1)z^2+\dots$ with $p=\tfrac12$ and $p=-\tfrac12$ gives

$$r' = r\Big(1+\frac\varepsilon2-\frac{\varepsilon^2}8+\dots\Big)\Big(1-\frac\eta2+\frac{3\eta^2}8-\dots\Big).$$

On averaging, the linear terms vanish, and the cross term $-\varepsilon\eta/4$ vanishes by independence. For Gaussian errors the cubic terms vanish by symmetry, so the next corrections are of fourth order:

$$\langle r'\rangle - r = r\Big[-\frac{\sigma_D^2}{8D^2}+\frac{3\sigma_B^2}{8B^2}\Big] = 8.40874\times10^{-6}\Big[-\frac{(9.191\times10^{-4})^2}{8}+\frac{3(1.913\times10^{-4})^2}{8}\Big] = -7.725\times10^{-13}\ \text{Å}.$$

The first term dominates and is negative because the square root is concave in $D$. The bias is $-1.96\times10^{-4}$ of $\sigma_r$ and is ignored. Gauss–Hermite quadrature of the numerically found root over all four Gaussian inputs gives the same bias and a standard deviation of $3.9469\times10^{-9}$ Å, equal to the linear value to all five figures. A Monte Carlo sample gives $3.948\times10^{-9}$ Å, with a fraction 0.6828 of the values within $\pm\sigma_r$, as for a Gaussian distribution of $r$.

The expansion parameter is $\sigma_D/D$, not $\sigma_E/E$. The method fails when $\sigma_D$ approaches $D$: the series in $\varepsilon$ diverges for $|\varepsilon|>1$, the sensitivity $r/2D = 1/(2\sqrt{BD})$ diverges as $D\to0$, and fluctuations to $D<0$ have no real root. In that regime one would quote $r^2 = D/B$, which is linear in $D$, or an upper limit on $r$.

### (g) Correlations and omitted terms

Write $\langle\delta_i\delta_j\rangle = \rho_{ij}\sigma_i\sigma_j$. The averages $\langle(\delta_i/\sigma_i\pm\delta_j/\sigma_j)^2\rangle = 2\pm2\rho_{ij}$ cannot be negative, so $|\rho_{ij}|\le1$. Each term of the double sum in (e) is then at most $|g_i|\sigma_i|g_j|\sigma_j$, and these add up to a square:

$$\sigma_r\le\sum_i|g_i|\sigma_i = (2.616+1.706+2.275+0.804)\times10^{-9} = 7.40\times10^{-9}\ \text{Å}.$$

This is 1.88 times the value for independent errors. It is an upper bound within the linear approximation, reached only if all four errors are perfectly correlated with signs that push $r$ the same way, and it is not an estimate of the uncertainty.

If $C$ is omitted, $D$ becomes $0.0036962-0.0000332 = 0.0036630$ eV and $r = \sqrt{0.0036630/5.2275\times10^7} = 8.37089\times10^{-6}$ Å. The shift from the full result is $(8.37089-8.40874)\times10^{-6}$ Å, which is $-9.6\,\sigma_r$.

If $B_0$ replaces $B$, the scaling $r\propto B^{-1/2}$ gives $r = 8.40874\times10^{-6}/\sqrt{0.99425} = 8.4330\times10^{-6}$ Å, a shift of $+6.1\,\sigma_r$. Both errors are below 0.5 % of $r$, yet each is several times the uncertainty, so neither simplification is allowed at this precision.

The numerical check tests the inversion, the sensitivities, the spread, the bias and the bound against numerical roots and samples, the volume integral of (b) for three charge shapes, $B_0r^2$ against the exact sphere, and $A_0$ against a radial quadrature of $V_U$, with the weight $w$ checked against the one-loop polarization function at three momenta.

## Numbers as computed

```
input E = 0.2023706 +- 0.0000023 eV
input A = 0.2060336 +- 0.0000015 eV
input C = 0.0000332 +- 0.0000020 eV
input B = 5.2275e+07 +- 1.0e+04 eV/A^2
1/alpha = 137.035999; hartree = 27.211386 eV; bohr = 0.529177 A
m_mu = 206.7683, m_p = 1836.1527, m = 185.8408 electron masses
m*hartree = 5056.99 eV; a = 2.84748e-03 A; r/a = 2.9530e-03
B0 = 5.19745e+07 eV/A^2; B0/B = 0.99425
2/(alpha m) = 1.47477; A0 = 0.2050074 eV; radial A0 = 0.2050074 eV; A0/A = 0.99502
sphere radius = 1.0856e-05 A; R/a = 3.8124e-03
B0 r^2 = 3.67495e-03 eV; exact 2S shift = 3.65709e-03 eV
2S residual = -1.787e-05 eV; residual ratio R to R/2 = 8.014
exact 2P shift = 9.51e-10 eV; 2P/2S = 2.60e-07
D = 0.0036962 eV; sigma_D = 3.397e-06 eV; D/E = 0.01826
r^2 = 7.070684e-11 A^2
r = 8.40874e-06 A = 0.84087 fm
dr/dA = dr/dC = -dr/dE = 1.13748e-03 A/eV; dr/dB = -8.0428e-14 A^3/eV
sigma_E/E = 1.137e-05; amplification E/(2D) = 27.38
sigma_D/D = 9.191e-04; sigma_B/B = 1.913e-04
from E: 2.616e-09 A, variance share 43.9 %
from A: 1.706e-09 A, variance share 18.7 %
from C: 2.275e-09 A, variance share 33.2 %
from B: 8.043e-10 A, variance share 4.2 %
sigma_exp = 2.616e-09 A = 0.00026 fm
sigma_th = 2.955e-09 A = 0.00030 fm
sigma_r = 3.947e-09 A = 0.00039 fm; sigma_r/r = 4.694e-04
Gauss-Hermite sigma = 3.9469e-09 A; linear sigma = 3.9469e-09 A
Monte Carlo sigma = 3.948e-09 A; coverage of +-sigma = 0.6828
bias formula = -7.725e-13 A; quadrature = -7.725e-13 A; bias/sigma = -1.96e-04
worst-case linear sum = 7.402e-09 A = 1.88 sigma
C dropped: r = 8.37089e-06 A, shift -9.6 sigma
B0 used for B: r = 8.43301e-06 A, shift 6.1 sigma
```
